\section*{Why the H/D ratio alone cannot identify hydrogen's partner in boron-doped silicon}

\section*{The harmonic argument}

Q: I have a stretching line of hydrogen in boron-doped, hydrogen-passivated silicon, and the same line with deuterium. I say their ratio tells me whether the hydrogen is bonded to boron or to silicon. The force constant cancels, and only the masses remain.

A: Write the argument out, with numbers, so that we can see what it assumes.

Q: I treat the bond as a free diatomic. The light atom has mass $m_L$ (H or D) and its partner $X$ has mass $m_X$. The reduced mass is $\mu=m_Lm_X/(m_L+m_X)$. The electrons do not care which hydrogen isotope is present, so the force constant $k$ is common and $\omega=\sqrt{k/\mu}$. Hence
\begin{equation}
\rho_X=\frac{\omega_H}{\omega_D}=\sqrt{\frac{\mu_{XD}}{\mu_{XH}}} .
\end{equation}
For $^{28}$Si and $^{11}$B this gives
\begin{align}
\rho_{\rm Si}&=\sqrt{1.87884/0.97278}=1.3898,\\
\rho_{\rm B}&=\sqrt{1.70262/0.92330}=1.3580 .
\end{align}
Take round lines, $\nu_H=1900$ and $\nu_D=1390\ \mathrm{cm^{-1}}$. Their ratio is $R=1.3669$. It lies 0.009 from boron and 0.023 from silicon, so the bond is B--H.

A: The masses are right. But $R$ is a ratio of fundamentals, $\nu=E_1-E_0$, while $\rho_X$ is a ratio of harmonic frequencies. With $\nu_H$ fixed at 1900, your two candidates predict deuterium lines at 1367.2 and 1399.2 $\mathrm{cm^{-1}}$. The whole distinction is 32 $\mathrm{cm^{-1}}$, so anharmonic shifts of tens of $\mathrm{cm^{-1}}$ matter.

\section*{How anharmonicity depends on mass}

Q: Both isotopes sit in the same potential. Why does its anharmonicity not cancel as well?

A: Because the lighter isotope spreads further and samples more of the anharmonic part. Expand the common potential about its minimum,
\begin{equation}
V(x)=\tfrac12kx^2+gx^3+qx^4 ,
\end{equation}
and set $\ell^2=\hbar/(\mu\omega)$, so that $x=\ell(a+a^\dagger)/\sqrt2$. We need the shifts of levels 0 and 1. Acting twice with $x$ gives
\begin{align}
x^2|0\rangle&=\tfrac{\ell^2}{2}\left(|0\rangle+\sqrt2\,|2\rangle\right),\\
x^2|1\rangle&=\tfrac{\ell^2}{2}\left(3|1\rangle+\sqrt6\,|3\rangle\right).
\end{align}
The squared norms are $\langle x^4\rangle_0=3\ell^4/4$ and $\langle x^4\rangle_1=15\ell^4/4$. To first order, the quartic term therefore raises $E_1-E_0$ by $3q\ell^4$.

The cubic term has no first-order effect, because $x^3$ is odd. For second order we need
\begin{align}
x^3|0\rangle&=\tfrac{\ell^3}{\sqrt8}\left(3|1\rangle+\sqrt6\,|3\rangle\right),\\
x^3|1\rangle&=\tfrac{\ell^3}{\sqrt8}\left(3|0\rangle+6\sqrt2\,|2\rangle+2\sqrt6\,|4\rangle\right).
\end{align}
Dividing each squared coefficient by its energy denominator gives
\begin{align}
\Delta E_0&=\frac{g^2\ell^6}{8\hbar\omega}\left(-9-\frac63\right)=-\frac{11g^2\ell^6}{8\hbar\omega},\\
\Delta E_1&=\frac{g^2\ell^6}{8\hbar\omega}\left(9-72-\frac{24}{3}\right)=-\frac{71g^2\ell^6}{8\hbar\omega}.
\end{align}
The difference is $-60/8=-15/2$ in units of $g^2\ell^6/(\hbar\omega)$. Since $\mu\omega^2=k$, we have $\ell^4=\hbar^2/(\mu k)$ and $\ell^6/(\hbar\omega)=\hbar^2/(\mu k^2)$. Thus
\begin{equation}
E_1-E_0=\hbar\omega-\frac{B}{\mu},\qquad
B=\hbar^2\left(\frac{15g^2}{2k^2}-\frac{3q}{k}\right).
\end{equation}
The harmonic term scales as $\mu^{-1/2}$ and the leading correction as $\mu^{-1}$. They cannot both cancel from a ratio.

Q: And the sign of $B$?

A: Either. The cubic term lowers the fundamental. A positive quartic term, a well whose walls steepen on both sides, raises it.

\section*{One ratio, two explanations}

Q: How does that enter $R$?

A: Let $w$ be the harmonic wavenumber, $\omega/(2\pi c)$, and define $\delta=(w_H-\nu_H)/w_H$, positive for softening. Deuterium has $w_D=w_H/\rho$. Its correction is smaller than hydrogen's by $\mu_H/\mu_D=1/\rho^2$, so
\begin{align}
\nu_H&=w_H(1-\delta),\\
\nu_D&=\frac{w_H}{\rho}-\frac{\delta w_H}{\rho^2}
=\frac{w_H}{\rho}\left(1-\frac{\delta}{\rho}\right),\\
R&=\rho\,\frac{1-\delta}{1-\delta/\rho}.
\end{align}
Differentiation gives
\begin{equation}
\frac{dR}{d\delta}=\rho\,\frac{-(1-\delta/\rho)+(1-\delta)/\rho}{(1-\delta/\rho)^2}
=-\frac{\rho-1}{(1-\delta/\rho)^2}<0 .
\end{equation}
Softening lowers the ratio and stiffening raises it. Your $R$ lies below the silicon value and above the boron value. A softening Si--H bond can come down to it, and a stiffening B--H bond can come up to it.

Q: By how much must each move?

A: Multiply out $R(1-\delta/\rho)=\rho(1-\delta)$ and collect $\delta$:
\begin{equation}
\delta=\frac{\rho-R}{\rho-R/\rho}.
\end{equation}
With unrounded ratios, $\delta_{\rm Si}=0.0562$ and $\delta_{\rm B}=-0.0255$. For either partner, and with a correction scaling as $1/\mu$, two lines determine two unknowns, $w_H$ and $\delta$. No datum is left over to test the partner.

\section*{Two explicit wells}

Q: That is a truncated expansion. Is there a real potential behind each $\delta$?

A: For silicon take a Morse well, $V=D(1-e^{-ax})^2$, whose levels can be found in closed form. Put $z=2\lambda e^{-ax}$, with $\lambda=\sqrt{2\mu D}/(\hbar a)$ and $s^2=2\mu(D-E)/(\hbar^2a^2)$. The Schr\"odinger equation becomes
\begin{equation}
\psi''+\frac{\psi'}{z}+\left(-\frac14+\frac{\lambda}{z}-\frac{s^2}{z^2}\right)\psi=0 .
\end{equation}
Substituting $\psi=e^{-z/2}z^sf$, with $s>0$ for decay at large $x$, leaves
\begin{equation}
zf''+(2s+1-z)f'+(\lambda-s-\tfrac12)f=0 .
\end{equation}
A series for $f$ that does not terminate grows as $e^z$ and spoils the decay at the repulsive wall. A polynomial of degree $n$ requires its highest power to cancel, so $s=\lambda-n-\frac12$. Therefore
\begin{align}
E_n&=D-\frac{\hbar^2a^2}{2\mu}\left(\lambda-n-\tfrac12\right)^2\nonumber\\
&=\hbar\omega\left(n+\tfrac12\right)-\frac{(\hbar\omega)^2}{4D}\left(n+\tfrac12\right)^2,
\end{align}
where $\omega=a\sqrt{2D/\mu}$. Between levels 0 and 1, $(n+\frac12)^2$ grows by 2. With $D$ in wavenumbers,
\begin{equation}
\nu=w-\frac{w^2}{2D},\qquad \delta=\frac{w}{2D}.
\end{equation}
Since $w^2\propto1/\mu$, the ratio formula is exact for this well. The Si--H parameters are
\begin{align}
w_H&=\frac{1900}{1-0.0562}=2013\ \mathrm{cm^{-1}},\\
D&=\frac{2013}{2(0.0562)}\ \mathrm{cm^{-1}}\approx2.22\ \mathrm{eV},
\end{align}
and $a=1.81$ \AA$^{-1}$. Numerical diagonalization of this one well with the two reduced masses returns 1900.00 and 1390.00 $\mathrm{cm^{-1}}$.

Q: A Morse well cannot have negative $\delta$. What do you use for boron?

A: A symmetric well, $V=\frac12kx^2+qx^4$, with positive $k$ and $q$. Steeper walls are what one might expect if hydrogen were squeezed between two neighbours, though I offer that as a motive for the model, not a calculation of the crystal. Solved numerically beyond the leading formula, it gives the same two lines with $w_H=1851\ \mathrm{cm^{-1}}$, $k=11.6$ eV/\AA$^2$ and $q=5.47$ eV/\AA$^4$. Its full $\delta$ is $-0.0264$, against the leading-order $-0.0255$.

Q: So a Si--H bond could even show my harmonic B--H ratio?

A: Yes. Put $R=\rho_{\rm B}$ in the silicon inversion:
\begin{equation}
\delta=\frac{1.3898-1.3580}{1.3898-1.3580/1.3898}=0.077 .
\end{equation}
The corresponding Morse well is 1.66 eV deep if the hydrogen line stays at 1900 $\mathrm{cm^{-1}}$.

Q: Is that reasonable for Si--H?

A: It is a strong anharmonicity. A rough, generous scale for an ordinary free Si--H bond is $\delta=0.035$. That gives $R=1.3758$ and covers 44\% of the gap between the harmonic ratios. An MP2 curve for stretching one bond of silane gives less, $\delta=0.026$ and $R=1.379$ in two basis sets, about a third of the gap. So ordinary softening alone does not complete the mimicry, and your model value of $R$ also needs more than that. If you could show independently that $|\delta|<0.02$, neither of these two wells would survive. That bound excludes both partners only while the correction scales as $1/\mu$: a B--H well $\frac12kx^2+sx^6$, whose leading correction scales as $\mu^{-3/2}$, fits the same two lines with $k=11.9$ eV/\AA$^2$, $s=45$ eV/\AA$^6$ and $\delta=-0.015$. The ratio fails as evidence when it is used alone, without knowledge of the size and form of the anharmonicity.

\section*{Is the excess softening impossible?}

Q: Then I could argue that 0.056 is too large for silicon, and keep boron.

A: Boron needs a fundamental above its harmonic value, which also departs from ordinary bond softening. Moreover, $\delta$ need not come from the stretch alone. Let $y$ be a bending coordinate with force constant $k_b$, and add $cx^2y^2$. With the host held fixed and light mass $m$, exciting the stretch raises $\langle x^2\rangle$ by $\hbar/(m\omega_s)$, while $\langle y^2\rangle_0=\hbar/(2m\omega_b)$. The first-order shift is
\begin{equation}
\Delta(E_1-E_0)=c\,\frac{\hbar}{m\omega_s}\,\frac{\hbar}{2m\omega_b}
=\frac{c\hbar^2}{2m\sqrt{k_sk_b}} .
\end{equation}
It again scales as $1/m$. For a 2000 $\mathrm{cm^{-1}}$ stretch, an 800 $\mathrm{cm^{-1}}$ bend and an assumed coupling $c\hbar^2/(m^2\omega_s\omega_b)=-40\ \mathrm{cm^{-1}}$ for H, first order gives $-20\ \mathrm{cm^{-1}}$. With negative $c$ this potential falls without limit at large displacements, so it serves only as a local model near the minimum. Diagonalization in a small oscillator basis, 12 levels per mode, gives $-21.4$ for H and $-10.5$ for D. At leading order two equal bends would add, supplying about 40 $\mathrm{cm^{-1}}$ of the softening in the silicon fit; because this part scales as $1/m$ rather than $1/\mu$, the total needed drops from 113 to about 110. This shows a possible source; the coupling was assumed, not computed for silicon.

Q: You still leave the partner as a free atom. In a crystal it is tied to other atoms.

A: That moves the ratios too. In the free stretch the displacements obey $m_Lu_L=-m_Xu_X$, so the partner's share of the mass-weighted squared amplitude is
\begin{equation}
\frac{m_Xu_X^2}{m_Lu_L^2+m_Xu_X^2}=\frac{m_L}{m_L+m_X}.
\end{equation}
Tie the partner to a fixed lattice by a spring that would give it a wavenumber $w_0$ on its own. To first order,
\begin{equation}
\Delta(w^2)=w_0^2\,\frac{m_L}{m_L+m_X}.
\end{equation}
This is larger for D than for H, so it lowers the ratio. With a rough $w_0=500\ \mathrm{cm^{-1}}$ for both partners and the fitted stretch force constants held fixed, diagonalization gives 1.3851 for silicon and 1.3467 for boron.

Q: Then $R=1.3669$ is 0.018 from silicon and 0.020 from boron. My nearest-value rule now chooses silicon!

A: It does, by a margin too small to mean anything. With equal $w_0$ the choice flips only above about 470 $\mathrm{cm^{-1}}$. Equal $w_0$ also gives boron the weaker spring; the silicon spring applied to boron would lower its ratio to 1.3235. The rule's answer depends on an anchoring stiffness that says nothing about which atom holds the hydrogen.

\section*{Measurements that add information}

Q: What would distinguish the two wells?

A: Change the heavy isotope. From $\nu=w-b/\mu$, with $b=B/(hc)$ and $b/\mu=\delta w$,
\begin{equation}
\frac{d\nu}{d\ln\mu}=-\frac w2+\frac b\mu=-\frac w2(1-2\delta).
\end{equation}
Anharmonicity now rescales a shift whose existence depends on the partner. For Si--H, replacing $^{28}$Si by $^{30}$Si changes $\ln\mu$ by 0.0023, so
\begin{equation}
\Delta\nu\approx-\frac{2013}{2}(1-0.112)(0.0023)\approx-2.1\ \mathrm{cm^{-1}} .
\end{equation}
For B--H, replacing $^{11}$B by $^{10}$B changes $\ln\mu$ by $-0.0083$, and
\begin{equation}
\Delta\nu\approx\frac{1851}{2}(1+0.053)(0.0083)\approx8.1\ \mathrm{cm^{-1}} .
\end{equation}
The Si--H diatomic contains no boron and has no boron shift.

Q: Does any boron shift then prove a B--H bond?

A: No, its size matters. Let H sit on a line between Si and B, with force constants $k_i=f_iK$, $f_{\rm B}=f$ and $f_{\rm Si}=1-f$. Write $\Lambda=\omega^2$. The equations of motion are
\begin{align}
(k_i-m_i\Lambda)u_i&=k_iu_L,\\
(K-m_L\Lambda)u_L&=\sum_i k_iu_i .
\end{align}
Eliminating the heavy displacements gives
\begin{equation}
m_L\Lambda=K+\sum_i\frac{k_i^2}{m_i\Lambda-k_i}.
\end{equation}
In the high mode $\Lambda\approx K/m_L$, and $k_i$ is smaller than $m_i\Lambda$ by a factor of order $m_L/m_i$. Dropping it in the denominator yields
\begin{equation}
\Lambda\approx K\left[\frac1{m_L}+\frac{(1-f)^2}{m_{\rm Si}}+\frac{f^2}{m_{\rm B}}\right].
\end{equation}
The boron isotope shift therefore varies as $f^2$ at leading order. The full harmonic chain, with $K$ fixed, gives 0.085 $\mathrm{cm^{-1}}$ at $f=0.1$ and 0.350 $\mathrm{cm^{-1}}$ at $f=0.2$. Within this chain a small shift excludes a diatomic B--H bond. Because the shift goes as $f^2$, it can be small even when the boron spring is a sizable part of the total.

Q: Does the bridge help explain the H/D ratio?

A: Not when the boron share is small. At $f=0.2$ its harmonic ratio is 1.3956, above both diatomic values, because the squared shares $(1-f)^2$ and $f^2$ reduce the heavy atoms' part in the motion. Applying the ratio formula, which was derived for a diatomic, to this chain suggests $\delta$ of about 0.07, more softening than before. The harmonic ratio itself depends on the bonding geometry: it falls below the silicon value for $f>0.55$, and at $f=0.89$ the purely harmonic chain reproduces $R$, with a boron shift of 6.5 $\mathrm{cm^{-1}}$.

Q: Could an overtone measure the anharmonicity?

A: It can measure the stretch's own part. For the Morse well, $(n+\frac12)^2$ grows by 6 from level 0 to level 2, so
\begin{align}
\nu_{02}&=2w-\frac{6w^2}{4D}=2w-3\delta w,\\
2\nu-\nu_{02}&=(2w-2\delta w)-(2w-3\delta w)=\delta w .
\end{align}
The Si--H well puts its overtone at 3686.8 $\mathrm{cm^{-1}}$, 113 below twice the fundamental. The quartic B--H well puts it at 3846.4, 46 above. This separates these two wells. For a free diatomic the overtone is the missing third datum: taking $\delta w$ from it and solving the deuterium line for $\rho$ returns partner masses 28.0 and 11.0. The equality $2\nu-\nu_{02}=\delta w$ belongs to the $1/\mu$ correction; the sextic well gives $-52$ against $\delta w=-28\ \mathrm{cm^{-1}}$. In a crystal the overtone tests anharmonicity rather than chemical identity, because anchoring and bridging change $\rho$ without changing the partner. The first-order bend shift is linear in $n$ and drops out of $2\nu-\nu_{02}$, so an overtone can miss that part of $\delta$.

\section*{The real material}

Q: How close is all this to passivated silicon?

A: The chosen lines are in the rough range of the real ones, near 1900 and 1400 $\mathrm{cm^{-1}}$. The accepted structure has hydrogen near the centre of a Si--B bond, bound mainly to silicon, and the observed boron isotope shift of the hydrogen line is roughly 1 $\mathrm{cm^{-1}}$ or less. That is far below the 8.1 of the B--H diatomic. In the harmonic chain, a shift of 0.8 to 1 $\mathrm{cm^{-1}}$ needs $f\approx0.30$ to 0.33, a boron spring 0.4 to 0.5 times the silicon one: weaker, but not negligible. The deuterium line shows a limit of reading shifts by size. The chain would give it 1.1 to 1.4 $\mathrm{cm^{-1}}$, while the reported boron shift is about 3 $\mathrm{cm^{-1}}$, attributed to a Fermi resonance with the overtone of a transverse boron mode, which none of these models contains. The fitted depths and force constants remain model parameters. Real crystals break the free-diatomic assumption: the anchoring estimate moves the harmonic ratios by 0.005 for silicon and 0.011 for boron, against a gap of 0.032.

Q: Might room temperature or hopping spoil the line positions instead?

A: Not through population of the excited stretch level or through hopping. At 300 K the population ratio of the first excited stretch level to the ground level is $e^{-hc\nu_H/k_BT}=1.1\times10^{-4}$. For hopping between bond sites, take a rough barrier $V_b=0.2$ eV and attempt rate $10^{13}\ \mathrm{s^{-1}}$. The width is
\begin{equation}
\frac{10^{13}\,\mathrm{s^{-1}}}{2\pi c}\,e^{-V_b/k_BT}\approx0.02\ \mathrm{cm^{-1}} .
\end{equation}
For tunnelling through a parabolic barrier of length $L=1.9$ \AA, the exponent is
\begin{equation}
S=\frac{\sqrt{2m_HV_b}}{\hbar}\int_{-L/2}^{L/2}\sqrt{1-\frac{4x^2}{L^2}}\,dx
=\frac{\pi L}{4\hbar}\sqrt{2m_HV_b},
\end{equation}
and the energy scale $\nu_He^{-S}$ is about $8\times10^{-4}\ \mathrm{cm^{-1}}$. This is a crude scale, taken at zero energy and sensitive to the barrier shape: the double well $V_b(1-4x^2/L^2)^2$, with the same height and spacing but a thinner barrier (zero-energy exponent 12.44 instead of 14.65), splits its ground doublet by about 0.025 $\mathrm{cm^{-1}}$ and its next doublet by 2.4 $\mathrm{cm^{-1}}$. The stretch quantum, 0.236 eV, exceeds $V_b$, so these estimates assume that the stretch does not couple to the hopping coordinate. Thermal population of softer modes matters more. With the bend coupling assumed above, it moves the mean stretch line at 300 K by $-1.1\ \mathrm{cm^{-1}}$ for H and $-1.6\ \mathrm{cm^{-1}}$ for D per bend. Shifts through lattice vibrations are not included, and the real line is reported to move by some tens of $\mathrm{cm^{-1}}$ between helium and room temperature, comparable to the 32 $\mathrm{cm^{-1}}$ at issue. Both isotopes should therefore be compared at the same low temperature.

Q: Then what may I still conclude from $R=1.3669$?

A: That the moving atom is hydrogen, if the line shifts this way on substituting deuterium. To name its partner you need a heavy-isotope shift, judged by its size on a line free of resonances, or a potential, including the ties to the lattice, known well enough to fix the harmonic ratio and the anharmonic correction for both isotopes. The numerical output lists the values for both wells.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Masses H, D: 1.00783, 2.01410 u
Masses 28Si, 30Si: 27.97693, 29.97377 u
Masses 10B, 11B: 10.01294, 11.00931 u
Reduced masses SiH, SiD: 0.97278, 1.87884 u
Reduced masses BH, BD: 0.92330, 1.70262 u
Model lines H, D: 1900, 1390 cm^-1
Model ratio R: 1.3669
Harmonic ratios Si, B: 1.3898, 1.3580
Harmonic D lines Si, B: 1367.2, 1399.2 cm^-1
Formula delta Si, B: 0.0562, -0.0255
Si-H harmonic wavenumber: 2013.2 cm^-1
Si-H Morse depth: 2.219 eV
Si-H Morse range parameter: 1.807 1/angstrom
Si-H well lines H, D: 1900.00, 1390.00 cm^-1
B-H harmonic wavenumber: 1851.0 cm^-1
B-H full delta: -0.0264
B-H force constant k: 11.634 eV/angstrom^2
B-H quartic constant q: 5.473 eV/angstrom^4
B-H well lines H, D: 1900.00, 1390.00 cm^-1
Si-H delta for exact mimicry: 0.0771
Mimic Morse depth: 1.656 eV
Mimic ratio from diagonalization: 1.35796
Rough ordinary Si-H delta: 0.035
Si-H ratio at ordinary delta: 1.3758
Part of harmonic gap covered: 44.0 %
Twice the H fundamental: 3800 cm^-1
H overtones Si-H, B-H: 3686.8, 3846.4 cm^-1
Si-H shift, 28Si to 30Si: -2.07 cm^-1
B-H shift, 11B to 10B: 8.11 cm^-1
Bridge boron force share: 0.20
Bridge harmonic ratio: 1.3956
Bridge delta needed for R: 0.0690
Bridge 11B to 10B shift, share 0.1: 0.085 cm^-1
Bridge 11B to 10B shift, share 0.2: 0.350 cm^-1
Assumed heavy-atom anchoring: 500 cm^-1
Anchored harmonic ratios Si, B: 1.3851, 1.3467
Test stretch, bend for H: 2000, 800 cm^-1
Assumed bend coupling for H: -40 cm^-1
Shift from one bend H, D: -21.41, -10.49 cm^-1
Temperature for estimates: 300 K
v=1 to v=0 population ratio: 1.10e-04
Rough hopping barrier: 0.20 eV
Rough attempt rate: 1.0e+13 1/s
Hopping width: 0.023 cm^-1
Rough hop length: 1.9 angstrom
Tunnelling energy scale: 8.2e-04 cm^-1
\end{verbatim}
